# Hot-Carrier Saturation Velocity from Optical-Phonon Emission: Streaming and Hot Limits

**The problem.** Carriers of mass \(m\) move in a parabolic band under a constant force \(eE>0\) along \(z\). When a carrier has enough kinetic energy it emits an optical phonon of fixed energy \(\hbar\omega\). At high field the drift velocity depends only weakly on the field. We ask what value the balance of energy and momentum gives it, and what else must be known.

The model is as follows. The lattice is cold, so phonons are emitted but not absorbed. There is no other scattering. The coupling does not depend on the phonon wave vector, as for a nonpolar optical mode, so the direction of motion after an emission is random and isotropic. The emission rate is then proportional to the density of final states, which grows as the square root of the final energy. For a carrier of kinetic energy \(\varepsilon\),

\[
w(\varepsilon)=\frac{1}{l}\sqrt{\frac{2(\varepsilon-\hbar\omega)}{m}}\quad(\varepsilon>\hbar\omega),\qquad w=0\quad(\varepsilon<\hbar\omega).
\]

The square root is the speed after emission. The constant length \(l\) collects the coupling strength; for \(\varepsilon\gg\hbar\omega\) the rate becomes \(v/l\), with \(v\) the speed, and \(l\) is then the mean free path. The strength of the field is measured by

\[
F=\frac{eEl}{\hbar\omega},
\]

the energy gained over the length \(l\) along the force, in units of the phonon energy.

## (a) What do the two balances fix by themselves?

*Write the energy and momentum balances of the steady state, and express the drift velocity \(v_d\) through the mean momentum lost per emission. What follows if one assumes that this loss is \(mv_d\)?*

**Solution.** Follow one carrier for a long time \(T\), in which it emits \(n\) phonons. Let \(t=T/n\) be the mean time between emissions. The force does the work \(eE\,v_dT\), and the phonons carry away \(n\hbar\omega\). In a steady state the kinetic energy does not grow with time, so its net change, divided by \(T\), vanishes for long \(T\). Therefore

\[
eE\,v_d=\frac{\hbar\omega}{t}.
\]

The force also supplies the momentum \(eE\,T\), and the emissions must remove it. If \(\Delta p\) is the mean \(z\) momentum lost in one emission, then \(eE\,T=n\,\Delta p\), or

\[
eE=\frac{\Delta p}{t}.
\]

Dividing the first balance by the second removes both the field and the time:

\[
v_d=\frac{\hbar\omega}{\Delta p}.
\]

Since the final direction is isotropic, the mean momentum after an emission is zero. Hence \(\Delta p\) is the mean \(z\) momentum of a carrier just before it emits. This is an average over emission events, whereas \(mv_d\) is an average over time, and the two need not agree.

If one nevertheless sets \(\Delta p=mv_d\), which amounts to using one relaxation time for all carriers, then \(v_d^2=\hbar\omega/m\) and \(v_d=\sqrt{\hbar\omega/m}\). This has the right dimensions and the right order of magnitude, but its numerical factor rests on the assumption. To find the factor one must know how the carriers are distributed when they emit.

## (b) The streaming limit

*Suppose that a carrier emits as soon as it reaches the energy \(\hbar\omega\). Find \(v_d\) and the mean kinetic energy.*

**Solution.** After such an emission the carrier has no kinetic energy left and starts from rest. The force accelerates it along \(z\) until its momentum \(p_0\) satisfies \(p_0^2/(2m)=\hbar\omega\), so that \(p_0=\sqrt{2m\hbar\omega}\). It then emits and stops again. All of \(p_0\) is lost, so \(\Delta p=p_0\) and

\[
v_d=\frac{\hbar\omega}{\sqrt{2m\hbar\omega}}=\sqrt{\frac{\hbar\omega}{2m}}.
\]

The same value follows from the motion itself. The velocity rises linearly in time from zero to \(p_0/m=\sqrt{2\hbar\omega/m}\), and its time average is half the final value.

Because the momentum grows at a constant rate, it is uniformly distributed between 0 and \(p_0\) in a time average. The mean of \(p^2\) is then \(p_0^2/3\), and the mean kinetic energy is \(\hbar\omega/3\).

The field has dropped out: a stronger field shortens each cycle but leaves the velocities within it unchanged. In a real crystal the result also requires that a carrier reach the threshold before anything else scatters it. If \(\tau\) is the scattering time below threshold, this means \(\sqrt{2m\hbar\omega}/(eE)\ll\tau\), which sets a lower bound on the field. In the present model \(\tau\) is infinite.

## (c) How is the streaming limit approached?

*The emission rate starts from zero at threshold, so carriers overshoot it a little. Find the leading correction to \(v_d\) for small \(F\).*

**Solution.** For this part use units in which \(m=\hbar\omega=l=1\). The force is then \(F\), and the threshold momentum is \(\sqrt2\). Let \(\delta\) be the energy above threshold, so that the emission rate is \(\sqrt{2\delta}\). Near threshold the carrier moves almost along the force with speed \(\sqrt2\), and its energy grows at the rate \(d\delta/dt=\sqrt2\,F\). The probability \(S(\delta)\) that it has not yet emitted obeys

\[
\frac{dS}{d\delta}=-\frac{\sqrt{2\delta}}{\sqrt2\,F}\,S=-\frac{\sqrt\delta}{F}\,S,
\qquad
S=\exp\!\left(-\frac{2\delta^{3/2}}{3F}\right).
\]

To find the mean overshoot, set \(x=2\delta^{3/2}/(3F)\). Then \(S=e^{-x}\) and \(\delta=(3Fx/2)^{2/3}\), and

\[
\langle\delta\rangle=\int_0^\infty\left(\frac{3Fx}{2}\right)^{2/3}e^{-x}\,dx
=\Gamma\!\left(\tfrac53\right)\left(\frac{3F}{2}\right)^{2/3}.
\]

The overshoot vanishes as \(F\to0\), which justifies the assumption of part (b) for \(F\ll1\).

The overshoot has two effects on \(\Delta p\). The carrier emits at the higher energy \(1+\delta\), which raises its momentum. It also began its flight with the energy \(\delta'\) left over from the previous emission, in a random direction. Part of that energy belongs to transverse motion, which the force does not change. If \(\theta\) is the initial angle to the force, the transverse momentum satisfies \(p_\perp^2=2\delta'\sin^2\theta\). The isotropic average of \(\sin^2\theta\) is \(2/3\), so \(\langle p_\perp^2\rangle=\tfrac43\langle\delta'\rangle\). The \(z\) momentum at emission is

\[
p_z=\sqrt{2(1+\delta)-p_\perp^2}\approx\sqrt2\left(1+\frac{\delta}{2}-\frac{p_\perp^2}{4}\right).
\]

In the steady state \(\langle\delta'\rangle=\langle\delta\rangle\), and the average is

\[
\Delta p\approx\sqrt2\left(1+\frac{\langle\delta\rangle}{2}-\frac{\langle\delta\rangle}{3}\right)
=\sqrt2\left(1+\frac{\langle\delta\rangle}{6}\right).
\]

From \(v_d=\hbar\omega/\Delta p\), back in ordinary units but with \(\delta\) still counted in units of \(\hbar\omega\),

\[
v_d\approx\sqrt{\frac{\hbar\omega}{2m}}\left(1-\frac{\langle\delta\rangle}{6}\right).
\]

To this order the velocity lies below the streaming value: when the field is raised from very small \(F\), the drift velocity at first falls slightly.

## (d) The distribution of hot carriers

*Now let \(F\) be large, so that most carriers have energies far above \(\hbar\omega\). Find their energy distribution.*

**Solution.** A hot carrier must emit many phonons to lose its energy, but each emission randomizes its direction. The distribution is therefore nearly isotropic, and we write

\[
f=f_0(\varepsilon)+f_1(\varepsilon)\cos\theta,\qquad |f_1|\ll f_0,
\]

neglecting higher angular parts. For \(\varepsilon\gg\hbar\omega\) the emission rate is \(v/l\).

The steady Boltzmann equation equates \(eE\,\partial f/\partial p_z\) to the change of \(f\) by collisions. Take the part proportional to \(\cos\theta\). On the left, \(\partial\varepsilon/\partial p_z=v\cos\theta\), so \(f_0\) contributes \(eE\,v\,(df_0/d\varepsilon)\cos\theta\). The derivative of \(f_1\cos\theta\) has an isotropic part and a second-order angular part, but none proportional to \(\cos\theta\). On the right, carriers leave at the rate \(v/l\), while those that arrive are isotropic and add nothing to this part. Hence

\[
eE\,v\,\frac{df_0}{d\varepsilon}=-\frac{v}{l}f_1,
\qquad
f_1=-eEl\,\frac{df_0}{d\varepsilon}.
\]

The speed has cancelled because the mean free path is constant.

Next count the carriers that cross a given energy \(\varepsilon\). Let \(g(\varepsilon)\propto\sqrt\varepsilon\) be the density of states. The field changes the energy of a carrier at the rate \(eE\,v\cos\theta\). Averaged over directions, \(\cos\theta\) gives zero and \(\cos^2\theta\) gives \(1/3\), so the upward flux is

\[
J_\uparrow=g\,eE\,v\,\frac{f_1}{3}.
\]

An emission carries a carrier downward across \(\varepsilon\) if it started between \(\varepsilon\) and \(\varepsilon+\hbar\omega\). When the distribution varies little over one phonon energy, the downward flux is

\[
J_\downarrow=\hbar\omega\,g\,\frac{v}{l}\,f_0.
\]

In the steady state the number of carriers above \(\varepsilon\) is constant, so the two fluxes are equal. Inserting \(f_1\) and cancelling \(g\,v\) gives

\[
-\frac{(eE)^2l}{3}\frac{df_0}{d\varepsilon}=\frac{\hbar\omega}{l}f_0 .
\]

The solution is an exponential in energy, that is, a Maxwellian:

\[
f_0\propto e^{-\varepsilon/kT_e},\qquad
kT_e=\frac{(eEl)^2}{3\hbar\omega}=\frac{F^2}{3}\hbar\omega .
\]

The carriers do not exchange energy with one another in this model. The Maxwellian form arises because heating by the field and cooling by emission vary with energy in the same way when \(l\) is constant. The temperature \(T_e\) describes the width of the distribution and has nothing to do with the lattice temperature.

The assumptions can now be checked. The ratio of the two parts is \(f_1/f_0=eEl/kT_e=3/F\), so near isotropy requires \(F\gg3\). Then \(kT_e\gg\hbar\omega\) as well, and the fraction of carriers near the threshold, where the rate differs from \(v/l\), is small.

## (e) The drift velocity of hot carriers

*Use this distribution to find \(v_d\), and check that both balances of part (a) hold.*

**Solution.** The drift velocity is the average of \(v\cos\theta\). The factor \(\cos^2\theta\) again averages to \(1/3\), and \(f_1=(eEl/kT_e)f_0\), so

\[
v_d=\frac{\int g\,v\,f_1\,d\varepsilon}{3\int g\,f_0\,d\varepsilon}
=\frac{eEl}{3kT_e}\,\langle v\rangle ,
\]

where the brackets denote an average over the Maxwellian. With \(a=m/(2kT_e)\), the mean speed is

\[
\langle v\rangle=\frac{\int_0^\infty v^3e^{-av^2}dv}{\int_0^\infty v^2e^{-av^2}dv}
=\frac{1/(2a^2)}{\sqrt\pi/(4a^{3/2})}
=\frac{2}{\sqrt{\pi a}}
=\sqrt{\frac{8kT_e}{\pi m}} .
\]

Therefore

\[
v_d=\frac{eEl}{3}\sqrt{\frac{8}{\pi m\,kT_e}} .
\]

Since \(1/\sqrt{kT_e}=\sqrt{3\hbar\omega}/(eEl)\), both the field and \(l\) cancel:

\[
v_d=\frac13\sqrt{\frac{24\,\hbar\omega}{\pi m}}=\sqrt{\frac{8\hbar\omega}{3\pi m}} .
\]

The energy balance requires \(eE\,v_d=\hbar\omega\langle v\rangle/l\), because the mean emission rate is \(\langle v\rangle/l\). This gives \(v_d=\hbar\omega\langle v\rangle/(eEl)\). It agrees with the first expression for \(v_d\), since \(eEl/(3kT_e)=\hbar\omega/(eEl)\).

For the momentum balance, a carrier loses the \(z\) momentum \(mv\cos\theta\) at the rate \(v/l\). The mean loss rate is

\[
\frac{m}{l}\langle v^2\cos\theta\rangle
=\frac{m}{3l}\,\frac{eEl}{kT_e}\,\langle v^2\rangle
=\frac{m}{3l}\,\frac{eEl}{kT_e}\,\frac{3kT_e}{m}=eE ,
\]

as required. In the first average the brackets refer to the full distribution; the factor \(1/3\) then leaves an average over \(f_0\).

The saturation has a simple reading. A stronger field heats the carriers, their speed rises in proportion to \(E\), and they collide more often. The mobility \(v_d/E\) falls as \(1/E\), which keeps the drift velocity constant.

## (f) Comparing the limits, and a different closure

*Compare the two limiting velocities. Then repeat the hot-carrier calculation with a rigidly displaced Maxwellian. Why does the result change?*

**Solution.** The ratio of the two limits is

\[
\frac{\sqrt{8\hbar\omega/(3\pi m)}}{\sqrt{\hbar\omega/(2m)}}=\sqrt{\frac{16}{3\pi}}\approx1.303 .
\]

Part (a) gives its meaning. Each emission removes the same energy in both limits, but it removes less forward momentum from hot carriers: \(\Delta p=\hbar\omega/v_d=\sqrt{3\pi m\hbar\omega/8}\), compared with \(\sqrt{2m\hbar\omega}\) in streaming. Many hot carriers move sideways or against the force when they emit.

Suppose instead that the distribution is a Maxwellian shifted rigidly by \(\mathbf v_d\), and let the two balances fix \(v_d\) and \(T_e\). To first order in \(v_d\),

\[
f\propto e^{-m|\mathbf v-\mathbf v_d|^2/(2kT_e)}\approx f_0\left(1+\frac{m v\,v_d\cos\theta}{kT_e}\right).
\]

Its rate of momentum loss is

\[
\frac{m}{l}\langle v^2\cos\theta\rangle=\frac{m^2v_d}{3l\,kT_e}\langle v^3\rangle .
\]

With \(\int_0^\infty v^5e^{-av^2}dv=1/a^3\), the ratio of the third moment to the first is \(\langle v^3\rangle/\langle v\rangle=(1/a^3)/(1/(2a^2))=2/a=4kT_e/m\). The two balances become

\[
eE=\frac{4m v_d\langle v\rangle}{3l},\qquad eE\,v_d=\frac{\hbar\omega\langle v\rangle}{l}.
\]

Dividing the second by the first gives \(v_d=3\hbar\omega/(4mv_d)\), and hence \(v_d=\sqrt{3\hbar\omega/(4m)}\approx0.866\sqrt{\hbar\omega/m}\). This is 6% below the value \(0.921\sqrt{\hbar\omega/m}\) of part (e).

Both calculations satisfy both balances. They differ in the angular part of the distribution. In the displaced Maxwellian \(f_1/f_0\) grows in proportion to the speed, which puts too much of the drift on fast carriers, and these lose momentum quickly. The Boltzmann equation with constant \(l\) makes \(f_1/f_0\) independent of speed. For this model, the value of part (e) is the correct hot limit.

## (g) A worked example

*Take \(m=0.5\), \(\hbar\omega=0.002\) and \(l=200\) in Hartree atomic units. Find both limiting velocities, and use a simulation of the full model to see where they apply.*

**Solution.** These are round model parameters and do not describe a particular material. The unit of velocity in the formulas is

\[
\sqrt{\frac{\hbar\omega}{m}}=\sqrt{\frac{0.002}{0.5}}=0.06325 .
\]

The limits are

\[
\begin{aligned}
\text{streaming:}\quad &0.7071\times0.06325=0.0447\ \text{a.u.}=9.78\times10^4\ \text{m/s},\\
\text{hot:}\quad &0.9213\times0.06325=0.0583\ \text{a.u.}=1.27\times10^5\ \text{m/s}.
\end{aligned}
\]

The force that corresponds to \(F=1\) is \(\hbar\omega/l=0.002/200=1.0\times10^{-5}\) a.u.

A Monte Carlo simulation follows carriers through ballistic flights and emissions at the full rate \(w(\varepsilon)\). Its dynamics assume neither near isotropy nor a Maxwellian, but the starting energies are drawn from the distribution of part (d) weighted by the emission rate \(v/l\), as is proper for carriers that have just emitted. The tabulated \(v_d\) is obtained from the mean time \(t\) between emissions through the energy balance, \(v_d=\hbar\omega/(eE\,t)\), so \(v_d\,\Delta p=\hbar\omega\) holds in the table by construction. The program checks this value separately against displacement divided by time, to 2% for \(F\le10\) and to 6% at \(F=40\). In the table \(v_d\) is in units of \(\sqrt{\hbar\omega/m}\), \(\Delta p\) in \(\sqrt{m\hbar\omega}\), and the mean energy in \(\hbar\omega\).

| \(F\) | \(v_d\) | \(\Delta p\) | mean energy |
|---|---|---|---|
| 0.002 | 0.705 | 1.419 | 0.348 |
| 0.03 | 0.695 | 1.439 | 0.422 |
| 0.3 | 0.694 | 1.441 | 0.734 |
| 1 | 0.778 | 1.285 | 1.47 |
| 3 | 0.878 | 1.140 | 5.68 |
| 10 | 0.915 | 1.093 | 50.9 |
| 40 | 0.920 | 1.087 | 798 |

At \(F=0.002\) the mean energy is close to the streaming value \(1/3\). Part (c) gives \(\langle\delta\rangle=0.0188\), and so a velocity below the streaming limit by the fraction \(0.0188/6=0.0031\). The simulation gives 0.0030. With the parameters of this example, the time \(\sqrt{2m\hbar\omega}/(eE)\) needed to reach the threshold from rest is about 54 ps at \(F=0.002\) and 3.6 ps at \(F=0.03\). By the condition of part (b), these two rows apply to a real crystal only if all other scattering below the threshold is much slower than that.

The velocity does not rise steadily from one limit to the other. At \(F=0.03\) and \(F=0.3\) it is about 2% below the streaming value, and it rises after that. The minimum lies between these two fields and is deeper than either entry: it is about 0.682, some 3.5% below the streaming value, near \(F\approx0.15\), a field the table does not include.

At \(F=40\) the tabulated velocity is 0.2% below the hot limit, a gap that is mostly sampling noise (the steady state of the model lies only about 0.03% below the limit), while displacement divided by time gives 0.915, about 0.7% below it; the relative gap between the two estimates is the net change of the carriers' kinetic energy during the run divided by the energy emitted, so it tests how steady the run is and is not an error bar on the tabulated value. A carrier loses one phonon energy per emission, so its energy relaxes over a number of emissions that scales as \(kT_e/\hbar\omega\); the slowest decay takes about \(4.5\,kT_e/\hbar\omega\) emissions, some 2400 at \(F=40\). The run there lasts 1200 emissions, about half of that, so it shows that the predicted distribution persists under the full dynamics, not that it is reached from an arbitrary start. At \(F=10\) the run of 300 emissions is only twice the slowest relaxation time, and the row retains a trace of the starting distribution: the steady values are \(v_d=0.917\), \(\Delta p=1.091\) and a mean energy of 51.3. The last digits of the two highest rows should be read with this in mind. Part (d) predicts \(kT_e=40^2/3=533\) phonon energies, and two thirds of the simulated mean energy is 532.

These energies also show the weakness of the hot limit as a statement about real crystals. At \(F=40\), \(kT_e=533\times0.002=1.07\) hartree, far beyond the range in which a band can be treated as parabolic. Already at \(F=10\), where the velocity is within 1% of the limit, the mean energy is \(50.9\times0.002=0.10\) hartree, or nearly 3 eV. Before such energies are reached, the band shape changes and impact ionization can set in. At \(F=3\) the mean energy is a more moderate 0.011 hartree, and the velocity is still 5% below the limit.

Within this model, then, the "saturation velocity" is a slowly varying function of the field. At the tabulated fields, which span a factor of 20 000, it lies between 0.69 and 0.92 times \(\sqrt{\hbar\omega/m}\); the minimum, which falls between two rows of the table, is slightly lower, about 0.68. Three effects left out here limit its use. Phonon absorption scatters carriers below the threshold, so at low field it can remove the streaming regime altogether. Polar coupling favours small deflections, and in a parabolic band the energy it removes per unit length falls at high energy; in a strong field the carriers can then gain energy without limit, and no steady state exists. Collisions between carriers change the shape of the distribution, and with it the numerical factor. The numerical check printed below covers both limits and the intermediate fields.

## Calculated quantities

```
mass m = 0.5 m_e
phonon energy hw = 0.002 hartree
emission length l = 200 bohr
sqrt(hw/m) = 0.06325 a.u.
streaming velocity = 0.04472 a.u. = 9.7837e+04 m/s
hot-limit velocity = 0.05827 a.u. = 1.2748e+05 m/s
ratio hot/streaming = 1.3029
field at F=1: 1.000e-05 a.u. = 5.142e+06 V/m
Coefficients of sqrt(hw/m):
  streaming 0.7071, hot 0.9213, displaced Maxwellian 0.8660
  by quadrature: hot 0.9213, displaced Maxwellian 0.8660
Monte Carlo, v in sqrt(hw/m), dp in sqrt(m hw), energy in hw:
  F       field(a.u.)  v       v(a.u.)  dp      mean energy
  0.002   2.00e-08     0.7050  0.04459  1.4185  0.348
  0.03    3.00e-07     0.6949  0.04395  1.4390  0.4223
  0.3     3.00e-06     0.6938  0.04388  1.4414  0.7341
  1       1.00e-05     0.7780  0.04920  1.2854  1.471
  3       3.00e-05     0.8775  0.05550  1.1396  5.683
  10      1.00e-04     0.9145  0.05784  1.0934  50.9
  40      4.00e-04     0.9196  0.05816  1.0874  798.1
F=0.002: mean excess energy (formula) = 0.01878 hw
  relative deficit below streaming: formula 0.00313, Monte Carlo 0.00303
F=40: kTe formula 533.3 hw, Monte Carlo 532.1 hw
  kTe formula in the example = 1.067 hartree
  <eps^2>/<eps>^2 = 1.656 (Maxwellian 1.667)
  v from displacement/time = 0.9153 sqrt(hw/m)
  v relative to hot limit = 0.9982
```
